# Local convergence of the downfolded energy iteration: a numerical check

```python
"""
Result under test: for a Hermitian matrix H = [[a, b^+], [b, D]] the iteration
E -> f(E) = a + b^+ (E - D)^(-1) b converges locally to an eigenvalue E* of H
(E* not an eigenvalue of D) if and only if w > 1/2, where w is the weight of
the eigenvector on the reference orbital (index 0).
Slope at the fixed point: f'(E*) = -(1 - w)/w.
At w = 1/2 two steps change a small error x into x + 2 Var(u) x^3, where
u_k = 1/(E* - d_k), d_k are eigenvalues of D, and the variance is taken with
probabilities |b_k|^2 u_k^2.
All energies of the worked models are in eV.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import brentq


def f(H, E):
    """Downfolded energy of the reference orbital."""
    b, D = H[1:, 0], H[1:, 1:]
    x = np.linalg.solve(E * np.eye(len(b)) - D, b)
    return float((H[0, 0] + np.vdot(b, x)).real)


def spectrum(H):
    """Eigenvalues and their weights on the reference orbital."""
    energies, vectors = np.linalg.eigh(H)
    return energies, np.abs(vectors[0]) ** 2


def iterate(H, E, steps, alpha=1.0):
    path = [E]
    for _ in range(steps):
        E = E + alpha * (f(H, E) - E)
        path.append(E)
    return np.array(path)


def rayleigh_step(H, E):
    """Rayleigh quotient of the vector (1, (E - D)^(-1) b)."""
    b, D = H[1:, 0], H[1:, 1:]
    v = np.concatenate(([1.0], np.linalg.solve(E * np.eye(len(b)) - D, b)))
    return float((np.vdot(v, H @ v) / np.vdot(v, v)).real)


rng = np.random.default_rng(7)

# Random Hermitian matrices: slope and actual convergence against the weight
n_attract = n_repel = 0
for trial in range(50):
    n = int(rng.integers(3, 7))
    A = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    H = 0.25 * (A + A.conj().T) + np.diag(rng.uniform(-2, 2, n))
    d = np.linalg.eigvalsh(H[1:, 1:])
    for E0, w in zip(*spectrum(H)):
        gap = np.min(np.abs(E0 - d))
        if gap < 1e-7:          # too close to a pole for double precision
            continue
        h = 1e-4 * gap
        slope = (f(H, E0 + h) - f(H, E0 - h)) / (2 * h)
        assert np.isclose(slope, -(1 - w) / w, rtol=1e-4, atol=1e-6)
        if abs(w - 0.5) < 0.02:  # too slow to decide in 400 steps
            continue
        last = iterate(H, E0 + 1e-3 * gap, 400)[-1]
        converged = abs(last - E0) < 1e-10
        assert converged == (w > 0.5)
        n_attract += int(w > 0.5)
        n_repel += int(w < 0.5)
assert n_attract > 10 and n_repel > 10

# Reference below every eigenvalue of D: ground-state weight exceeds 1/2
lowest_weight = 1.0
for trial in range(300):
    n = int(rng.integers(3, 7))
    A = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    H = 0.5 * (A + A.conj().T)
    H[0, 1:] *= 2
    H[1:, 0] *= 2
    H[0, 0] = np.linalg.eigvalsh(H[1:, 1:])[0] - 0.1
    lowest_weight = min(lowest_weight, spectrum(H)[1][0])
assert lowest_weight > 0.5

# Borderline weight 1/2: cubic growth law from high-precision iteration
mp.mp.dps = 60
for trial in range(10):
    d = [mp.mpf(float(s * r)) for s, r in
         zip(rng.choice([-1, 1], 4), rng.uniform(0.5, 3, 4))]
    p = [mp.mpf(float(r)) for r in rng.uniform(0.2, 1, 4)]
    total = mp.fsum(p)
    p = [q / total for q in p]
    b2 = [q * e ** 2 for q, e in zip(p, d)]
    a = mp.fsum(q / e for q, e in zip(b2, d))   # puts the eigenvalue at 0

    def f_mp(E):
        return a + mp.fsum(q / (E - e) for q, e in zip(b2, d))

    x = mp.mpf(10) ** -9
    growth = (f_mp(f_mp(x)) - x) / x ** 3
    u = [-1 / e for e in d]
    mean = mp.fsum(q * v for q, v in zip(p, u))
    var = mp.fsum(q * (v - mean) ** 2 for q, v in zip(p, u))
    assert abs(growth - 2 * var) < 1e-5 * (1 + var)

# One effective level at the reference energy: exact two-cycle
E, a_s, b_s = sp.symbols("E a b", real=True)
two_level = a_s + b_s ** 2 / (E - a_s)
assert sp.simplify(two_level.subs(E, two_level) - E) == 0


# Worked example: four orbitals with hopping -t among the last three
def model(t):
    H = np.diag([0.0, 1.0, 1.2, 1.4])
    H[0, 1:] = H[1:, 0] = [-0.3, -0.2, -0.1]
    H[1:, 1:] -= t * (np.ones((3, 3)) - np.eye(3))
    return H


def ground_weight(t):
    return spectrum(model(t))[1][0]


t_weak, t_strong = 0.2, 0.8
print("Four-orbital model, energies in eV")
print("diagonal:", np.diag(model(0.0)))
print("couplings to reference:", model(0.0)[0, 1:])
for t in (t_weak, t_strong):
    H = model(t)
    en, wt = spectrum(H)
    print(f"t = {t:.1f} eV")
    print("  eigenvalues of D (eV):",
          np.round(np.linalg.eigvalsh(H[1:, 1:]), 5))
    print("  eigenvalues of H (eV):", np.round(en, 5))
    print("  weights on reference:", np.round(wt, 5))
    print("  slopes -(1-w)/w:", np.round(-(1 - wt) / wt, 4))

H = model(t_weak)
en, wt = spectrum(H)
path = iterate(H, 0.0, 60)
assert wt[0] > 0.5 and abs(path[-1] - en[0]) < 1e-12
print("t = 0.2 eV, start at 0: step, E (eV), error (eV)")
for k in range(6):
    print(f"  {k}  {path[k]:.7f}  {path[k] - en[0]:+.2e}")
ratio = (path[5] - en[0]) / (path[4] - en[0])
assert abs(ratio + (1 - wt[0]) / wt[0]) < 1e-3
print(f"  last error ratio: {ratio:.4f}")

H = model(t_strong)
en, wt = spectrum(H)
path = iterate(H, en[0] + 0.001, 200)
assert wt[0] < 0.5
reached = int(np.argmin(np.abs(en - path[-1])))
assert abs(path[-1] - en[reached]) < 1e-11
assert reached != 0 and wt[reached] > 0.5
print("t = 0.8 eV, start 0.001 eV above ground: step, E, error (eV)")
for k in range(9):
    print(f"  {k}  {path[k]:.5f}  {path[k] - en[0]:+.5f}")
print(f"  final E = {path[-1]:.5f} eV, eigenvalue number {reached + 1}")

# Damping and Newton's step for the repelling ground state
print(f"  damping limit 2w = {2 * wt[0]:.4f}")
for alpha in (0.3, 0.6):
    damped = iterate(H, en[0] + 1e-6, 300, alpha)
    first_ratio = (damped[1] - en[0]) / 1e-6
    assert abs(first_ratio - (1 - alpha / wt[0])) < 1e-3
    found = abs(damped[-1] - en[0]) < 1e-11
    assert found == (alpha < 2 * wt[0])
    print(f"  alpha = {alpha}: slope {first_ratio:.4f}, ground found: {found}")
E_now = -0.7
h = 1e-5
fprime = (f(H, E_now + h) - f(H, E_now - h)) / (2 * h)
newton = E_now + (f(H, E_now) - E_now) / (1 - fprime)
assert abs(newton - rayleigh_step(H, E_now)) < 1e-7
print("  Newton from -0.7 eV: step, E (eV), error (eV)")
for k in range(1, 9):
    E_now = rayleigh_step(H, E_now)
    if k <= 4:
        print(f"  {k}  {E_now:.8f}  {E_now - en[0]:+.1e}")
assert abs(E_now - en[0]) < 1e-12

t_half = brentq(lambda t: ground_weight(t) - 0.5, t_weak, t_strong)
d_low = np.linalg.eigvalsh(model(t_half)[1:, 1:])[0]
assert d_low <= 0.0
print(f"ground weight is 1/2 at t = {t_half:.5f} eV")
print(f"  lowest eigenvalue of D there: {d_low:.5f} eV")

# Borderline three-orbital model with eigenvalue 0
r = sp.Rational
f_half = r(3, 2) + r(1, 2) / (E - 1) + 2 / (E - 2)
twice = sp.together(f_half.subs(E, f_half))
cubic = [sp.diff(twice, E, k).subs(E, 0) / sp.factorial(k) for k in range(4)]
assert cubic == [0, 1, 0, r(1, 8)]
H = np.array([[1.5, 0.5 ** 0.5, 2 ** 0.5],
              [0.5 ** 0.5, 1, 0], [2 ** 0.5, 0, 2]])
en, wt = spectrum(H)
assert abs(en[0]) < 1e-12 and abs(wt[0] - 0.5) < 1e-12
print("Borderline model: eigenvalues (eV):", np.round(en, 5) + 0.0)
print("  weights on reference:", np.round(wt, 5))
print("  two-step series coefficients 0..3:", *cubic)
x = x_start = 0.01
pairs = 20000
for _ in range(2 * pairs):
    x = 1.5 + 0.5 / (x - 1) + 2 / (x - 2)
law = (x_start ** -2 - pairs / 4) ** -0.5
assert abs(x / law - 1) < 0.01
print(f"  error {x_start} eV after {2 * pairs} steps: {x:.6f} eV")
print(f"  cubic law predicts: {law:.6f} eV")
print(f"Random tests: {n_attract} attracting, {n_repel} repelling")
print("all good")
```

Printed output:

```
Four-orbital model, energies in eV
diagonal: [0.  1.  1.2 1.4]
couplings to reference: [-0.3 -0.2 -0.1]
t = 0.2 eV
  eigenvalues of D (eV): [0.75714 1.30784 1.53503]
  eigenvalues of H (eV): [-0.15257  0.90768  1.30815  1.53674]
  weights on reference: [8.5696e-01 1.4149e-01 2.9000e-04 1.2600e-03]
  slopes -(1-w)/w: [-1.6690000e-01 -6.0678000e+00 -3.3891647e+03 -7.9185050e+02]
t = 0.8 eV
  eigenvalues of D (eV): [-0.41109  1.89021  2.12088]
  eigenvalues of H (eV): [-0.61724  0.1991   1.89365  2.12449]
  weights on reference: [0.25186 0.74455 0.00184 0.00176]
  slopes -(1-w)/w: [-2.970500e+00 -3.431000e-01 -5.428654e+02 -5.675616e+02]
t = 0.2 eV, start at 0: step, E (eV), error (eV)
  0  0.0000000  +1.53e-01
  1  -0.1831579  -3.06e-02
  2  -0.1476336  +4.94e-03
  3  -0.1534021  -8.29e-04
  4  -0.1524349  +1.38e-04
  5  -0.1525962  -2.31e-05
  last error ratio: -0.1669
t = 0.8 eV, start 0.001 eV above ground: step, E, error (eV)
  0  -0.61624  +0.00100
  1  -0.62023  -0.00298
  2  -0.60850  +0.00874
  3  -0.64435  -0.02711
  4  -0.54606  +0.07118
  5  -0.94013  -0.32289
  6  -0.24316  +0.37408
  7  0.74516  +1.36240
  8  0.09811  +0.71535
  final E = 0.19910 eV, eigenvalue number 2
  damping limit 2w = 0.5037
  alpha = 0.3: slope -0.1912, ground found: True
  alpha = 0.6: slope -1.3823, ground found: False
  Newton from -0.7 eV: step, E (eV), error (eV)
  1  -0.59725948  +2.0e-02
  2  -0.61572203  +1.5e-03
  3  -0.61723228  +8.4e-06
  4  -0.61724067  +2.6e-10
ground weight is 1/2 at t = 0.59486 eV
  lowest eigenvalue of D there: -0.00460 eV
Borderline model: eigenvalues (eV): [0.      1.21922 3.28078]
  weights on reference: [0.5    0.0681 0.4319]
  two-step series coefficients 0..3: 0 1 0 1/8
  error 0.01 eV after 40000 steps: 0.014174 eV
  cubic law predicts: 0.014142 eV
Random tests: 32 attracting, 192 repelling
all good
```
